# Diffusion-to-mobility ratio in silicon's lowest twofold-valley subband at 300 K

## Problem

A transistor channel on a (100) silicon surface confines electrons so strongly that motion normal to the surface is quantized. Each level of that motion carries a two-dimensional band of in-plane motion, a subband. The lowest subband belongs to the two valleys whose heavy axis is normal to the surface.

Place $n=10^{13}$ electrons per square centimetre in this subband at $T=300$ K. Its in-plane mass is $m=0.19$ electron masses, it has $g_v=2$ valleys, and each state has two spin directions.

1. Find the ratio $D/\mu$ of diffusion coefficient to mobility.
2. Compare it with the nondegenerate Einstein value $k_BT/e$.
3. Decide whether the low-density or the degenerate limit describes this density better.

**Conventions.** The algebra uses atomic units, $\hbar=m_e=e=1$, and $\theta=k_BT$ is the thermal energy. In these units $D/\mu$ is an energy; as an energy in eV divided by $e$, it is the same number in volts. The subband is parabolic, its bottom is $E_0$, and $\zeta=E_F-E_0$ is the Fermi level measured from the bottom. Driving forces are weak, and all quantities vary slowly along the channel. The mobility $\mu$ is positive.

The coefficient $D$ describes the flux caused by a density gradient while $E_0$ is held fixed. If $E_0$ varies along the channel, its slope is a force, and the resulting flux counts as drift.

## Hints

**Hint 1.** In two dimensions a parabolic band has a constant density of states. Count the states inside a circle in $k$-space.

**Hint 2.** The Fermi function can be integrated in closed form when the density of states is constant.

**Hint 3.** In equilibrium the total flux vanishes even if $E_0$ depends on position. What does a uniform $E_F$ then say about the density gradient?

**Hint 4.** Express the occupation of the state at the subband bottom through $n$, so that the Fermi level drops out.

## Full solution

### Density of states

In a periodic box of unit area there is one $k$-point per area $(2\pi)^2$. With spin and valleys, the number of states with energy below $E$, measured from the bottom, is

$$
2g_v\frac{\pi k^2}{(2\pi)^2}=\frac{g_vk^2}{2\pi}=\frac{g_vmE}{\pi},
$$

because $k^2=2mE$. The derivative with respect to $E$ is the density of states,

$$
g=\frac{g_vm}{\pi}.
$$

Here $g=2\times0.19/\pi=0.1210$ per hartree per square bohr, which is $1.587\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$.

### Density and Fermi level

The density is the occupied part of these states:

$$
n=g\int_0^\infty\frac{dE}{1+e^{(E-\zeta)/\theta}} .
$$

Multiplying numerator and denominator by $e^{(\zeta-E)/\theta}$ turns the integrand into a derivative:

$$
\frac{e^{(\zeta-E)/\theta}}{1+e^{(\zeta-E)/\theta}}
=-\theta\frac{d}{dE}\ln\!\left[1+e^{(\zeta-E)/\theta}\right].
$$

The logarithm vanishes at $E\to\infty$, so the lower limit alone contributes:

$$
n=g\theta\ln\!\left(1+e^{\zeta/\theta}\right).
$$

Define $N=g\theta$ and $u=n/N$. Exponentiating gives

$$
e^u=1+e^{\zeta/\theta},\qquad \zeta=\theta\ln(e^u-1).
$$

The number $u$ measures degeneracy: it compares the electrons present with the states in an energy interval $\theta$.

### The general Einstein relation

Let $E_0$ vary slowly with position $x$. The force on an electron is $-dE_0/dx$, so the particle flux is

$$
J=-D\frac{dn}{dx}-n\mu\frac{dE_0}{dx}.
$$

In equilibrium $J=0$ and $E_F$ is uniform. The density depends on position through $\zeta=E_F-E_0(x)$, hence

$$
\frac{dn}{dx}=\frac{dn}{d\zeta}\frac{d\zeta}{dx}=-\frac{dn}{d\zeta}\frac{dE_0}{dx}.
$$

Inserting this into $J=0$ gives

$$
\left(D\frac{dn}{d\zeta}-n\mu\right)\frac{dE_0}{dx}=0
\quad\Rightarrow\quad
\frac D\mu=\frac{n}{dn/d\zeta}.
$$

The same $D$ and $\mu$ govern weak departures from equilibrium, since in linear response they are properties of the local equilibrium state and do not depend on the weak driving forces.

The Boltzmann equation shows how scattering drops out. For a relaxation time $\tau(E)$, a force $F$ and a density gradient change the occupation $f$ by

$$
\delta f=-\tau\left(v_x\frac{\partial f}{\partial x}+F\frac{\partial f}{\partial k_x}\right).
$$

For the force term, $\partial f/\partial k_x=v_x\,\partial f/\partial E$. For the gradient term, $f$ depends on $E-\zeta$, so

$$
\frac{\partial f}{\partial x}=-\frac{\partial f}{\partial E}\frac{d\zeta}{dn}\frac{dn}{dx}.
$$

Let $K$ be the sum of $v_x^2\tau(-\partial f/\partial E)$ over all states per unit area. Summing $v_x\delta f$ gives the flux

$$
J=KF-K\frac{d\zeta}{dn}\frac{dn}{dx}.
$$

Comparison with $J=n\mu F-D\,dn/dx$ yields $\mu=K/n$ and $D=K\,d\zeta/dn$. Scattering enters both through the same $K$, which cancels in the ratio.

### Closed form

Differentiate the density:

$$
\frac{dn}{d\zeta}=g\theta\,\frac{e^{\zeta/\theta}/\theta}{1+e^{\zeta/\theta}}
=g\,\frac{e^u-1}{e^u}=g\left(1-e^{-u}\right).
$$

The factor $f_0=1-e^{-u}$ is the occupation at the subband bottom. With $n=g\theta u$,

$$
\boxed{\frac D\mu=\theta\,\frac{u}{1-e^{-u}}}
$$

The factor multiplying $\theta$ is the requested comparison with the Einstein value.

### Numbers

At 300 K the thermal energy is $0.02585$ eV, so

$$
N=g\theta=4.104\times10^{12}\ \mathrm{cm^{-2}},\qquad
u=\frac{10^{13}}{4.104\times10^{12}}=2.437 .
$$

Then $e^{-u}=0.0874$ and $f_0=0.9126$. The Fermi level lies $\zeta=0.0606$ eV above the bottom, more than two thermal energies. The ratio to the Einstein value is

$$
\frac{u}{1-e^{-u}}=\frac{2.437}{0.9126}=2.67,
$$

and therefore

$$
\frac D\mu=2.67\times0.02585\ \mathrm V=0.0690\ \mathrm V,
$$

or $0.00254$ hartree$/e$. The nondegenerate value is $0.0259$ V.

A numerical solution of the Boltzmann equation, at this density, mass and temperature, used $\tau\propto(1+E/\theta)^p$ with $p=-1,0,1$. It obtained $\mu$ from a small displacement in $k$ and $D$ from a small change of density. All three ratios to $\theta$ were $2.67032$. When the Fermi function was replaced by a Boltzmann exponential at the same density, the ratio was $1.00000$. The excess over one thus comes from Pauli exclusion: with low states nearly full, a given increase in density requires a larger rise of the Fermi level.

For a mobility held at a rough $250\ \mathrm{cm^2/Vs}$, the result means $D=17.3\ \mathrm{cm^2/s}$. The nondegenerate relation would give $6.5\ \mathrm{cm^2/s}$.

### Which limit is closer?

For small $u$, expand the denominator:

$$
\frac{u}{1-e^{-u}}=\frac{u}{u-u^2/2+\cdots}
=\frac1{1-u/2+\cdots}=1+\frac u2+\cdots .
$$

The leading term is the Einstein value. At the present density the first two terms give $2.22$, which is 17% below the full ratio; the next term of the series, $u^2/12$, brings the sum to $2.71$, 1.6% above it.

For large $u$ the exponential disappears and

$$
\frac D\mu\to\theta u=\frac ng .
$$

This limit is independent of temperature. Here it gives $0.0630$ V. Since the full result is $(n/g)/f_0$, the limit falls short of it by the fraction $1-f_0=e^{-u}$, or 8.7%. The degenerate limit is the closer of the two, though thermal smearing is still visible.

The approach to the Einstein value at lower density is gradual. The ratio is $1.41$ at $3\times10^{12}\ \mathrm{cm^{-2}}$, $1.13$ at $10^{12}\ \mathrm{cm^{-2}}$ and $1.01$ at $10^{11}\ \mathrm{cm^{-2}}$. These are single-subband values. At lower density the well is shallower and a larger share of the electrons leaves the lowest subband: in the self-consistent well of Variation 1, other subbands hold 44%, 54% and 61% of the electrons at these total densities, and the ratios are $1.13$, $1.03$ and $1.00$. The error in the ratio nevertheless shrinks, because both values approach one: the single-subband ratio is too high by 25%, 9% and 1%, against 67% at a total of $10^{13}\ \mathrm{cm^{-2}}$.

### Comparison with a real channel

A density near $10^{13}\ \mathrm{cm^{-2}}$ belongs to a strongly turned-on silicon transistor, and the masses and mobility used here are rough typical values. In the self-consistent well of Variation 1, holding $10^{13}\ \mathrm{cm^{-2}}$ in the lowest subband alone takes a total of about $1.4\times10^{13}\ \mathrm{cm^{-2}}$ and a field of about 7 MV/cm in an oxide of permittivity $3.9$, not far below the roughly 10 MV/cm at which silicon dioxide breaks down. The assumption that fails most clearly is that all electrons share one subband. If $10^{13}\ \mathrm{cm^{-2}}$ is instead the total density, the simple wells of Variation 1 lower $D/\mu$ to between $0.050$ and $0.065$ V, depending on the field chosen, and a self-consistent well with a hard wall lowers it further, to about $0.041$ V; that value shifts by about 4 to 17% with the oxide barriers and the depletion charge tried there. A large field along the channel can also drive the electrons out of thermal equilibrium with the lattice; the formula with the lattice temperature then no longer applies, and that error is not estimated here.

Two smaller corrections concern the band itself.

**Nonparabolicity.** Suppose $E(1+\alpha E)=k^2/2m$, with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$. The number of states below $E$ is proportional to $k^2$, so the density of states becomes $g(1+2\alpha E)$. The extra states near the Fermi level make $dn/d\zeta$ larger at fixed $n$. The ratio falls from $2.67$ to $2.53$, a reduction of 5%. This counts the in-plane kinetic energy only. The kinetic energy of confinement also enters $E(1+\alpha E)$; including it in the mean-field triangular well introduced below gives about $2.44$, a reduction of 9%.

**Collision broadening.** In atomic units $\mu=\tau/m$. The mobility above then corresponds to $\hbar/\tau=0.024$ eV, close to the thermal energy, so a sharp band edge is questionable. Smoothing the edge with a Gaussian of standard deviation $\hbar/2\tau$ changes the ratio to $2.69$, an increase of about 1%. The size depends on the line shape. The self-consistent Born approximation for short-range scatterers with half-width $\hbar/2\tau$ gives $2.81$, an increase of about 5%. Its density of states has a sharp lower edge but approaches $g$ slowly above it, and is still about 6% below $g$ at the Fermi level. This estimate uses $D/\mu=n/(dn/d\zeta)$ from the equilibrium argument, which does not require sharp states.

### Why the definition of $D$ matters

More electrons also make the confining field stronger, which raises $E_0$. Consider a triangular well with a hard wall at the surface and the mean field

$$
F=\frac{4\pi(n_{\rm dep}+n/2)}{\varepsilon},
$$

where $\varepsilon=11.7$ and $n_{\rm dep}=10^{12}\ \mathrm{cm^{-2}}$ is a rough depletion charge. Balancing the kinetic energy $1/(m_z\ell^2)$ against the potential energy $F\ell$ gives a width $\ell\propto F^{-1/3}$, and so $E_0\propto F^{2/3}$. Therefore

$$
n\frac{dE_0}{dn}=\frac23E_0\,\frac nF\frac{dF}{dn}
=\frac23E_0\,\frac{n/2}{n_{\rm dep}+n/2}.
$$

Here $m_z=0.916$ is the mass normal to the surface. The Schrödinger equation in this well is solved by an Airy function, whose first zero, at $-2.338$, gives $E_0=2.338\,(F^2/2m_z)^{1/3}=0.166$ eV. The shift is then

$$
\frac23\times0.166\times\frac56=0.092\ \mathrm{eV},
$$

which is larger than the $0.069$ eV found for $n\,d\zeta/dn$. The mean-field triangle underestimates this shift: a self-consistent Schrödinger–Poisson well for the same subband, wall and depletion charge gives $E_0=0.214$ eV and $n\,dE_0/dn=0.128$ eV.

Under the definition used here, this shift produces drift. Suppose instead that the conduction-band edge at the interface is uniform along the channel and that the whole flux is assigned to the density gradient. The flux is then $-n\mu\,d(E_0+\zeta)/dx$, and the effective ratio is

$$
n\frac{d\zeta}{dn}+n\frac{dE_0}{dn}\approx0.069+0.092=0.161\ \mathrm{eV},
$$

or $0.161$ V after division by $e$; with the self-consistent shift it is about $0.20$ V for a hard wall, and about $0.18$ V for a 3.1 eV oxide barrier with a rough oxide mass of $0.5$. A quoted ratio therefore needs its definition of diffusion.

Exchange between electrons acts in the opposite direction. For a strictly two-dimensional gas at zero temperature, the exchange energy at the Fermi circle is minus the integral of the Coulomb repulsion over the filled disc. At wave-vector difference $q$ the repulsion is $2\pi/(\kappa q)$, and the integration weight is $q\,dq\,d\varphi/(2\pi)^2$, so the factors of $q$ cancel. In polar coordinates centred on a point of the circle, the chord at angle $\varphi$ has length $2k_F\cos\varphi$, so

$$
\mu_x=-\frac1{2\pi\kappa}\int_{-\pi/2}^{\pi/2}2k_F\cos\varphi\,d\varphi
=-\frac{2k_F}{\pi\kappa}.
$$

Here $\kappa=7.8$ is the mean of the silicon and oxide permittivities, $11.7$ and $3.9$. Counting states up to the Fermi radius $k_F$ gives $n=g_vk_F^2/(2\pi)$, so $k_F=\sqrt{\pi n}$ for two valleys. Since $k_F\propto\sqrt n$, $n\,d\mu_x/dn=\mu_x/2=-0.033$ eV. If exchange is treated as a rigid shift of the subband, this too belongs to the drift force. For unscreened exchange the shift is far from rigid: at 300 K, in strictly two dimensions, it is $-0.094$ eV at the subband bottom and $-0.065$ eV at the Fermi level. The estimate omits temperature, the thickness of the layer and screening; the last two weaken the repulsion. The omissions are not small: the thickness of the self-consistent layer alone reduces the value to about $-0.018$ eV, while 300 K alone, in strictly two dimensions, changes it to about $-0.039$ eV, with $\mu_x$ taken as the density derivative of the exchange free energy. Static Thomas–Fermi screening alone, $q\to q+2g_vm/\kappa$ in the denominator of the repulsion, reduces this exchange term to about $-0.010$ eV.

## Variation 1: the same total density in several subbands

**Question.** Let $10^{13}\ \mathrm{cm^{-2}}$ be the total density, shared by all subbands at 300 K. How does the ratio change?

**Solution.** The other four valleys have the light mass $0.19$ normal to the surface, so their levels lie higher. Their in-plane masses are $0.19$ and $0.916$. Relative to one twofold subband, the density of states of a fourfold subband is

$$
r=\frac{4\sqrt{0.19\times0.916}}{2\times0.19}=4.39 .
$$

Assume that scattering between subbands keeps one common Fermi level, and that the level spacings stay fixed when $D$ is defined. The equilibrium argument then applies to the total density, with $\mu$ the average mobility per electron. Let subband $i$ lie $x_i\theta$ above the lowest one and have relative density of states $r_i$. Adding the single-subband results gives

$$
u=\sum_i r_i\ln\!\left(1+e^{\zeta/\theta-x_i}\right),\qquad
\frac{D}{\mu\theta}=\frac{u}{\sum_i r_i/(1+e^{x_i-\zeta/\theta})}.
$$

The levels come from triangular wells, with four levels kept for each type of valley. The field varies across the electron layer, so two choices are compared:

- With the mean field, $0.93$ MV/cm, the fourfold level lies $0.114$ eV above the lowest. Other subbands hold 16% of the electrons, and the ratio is $1.95$, or $D/\mu=0.050$ V.
- With the surface field, $1.70$ MV/cm, the separation is $0.171$ eV. Other subbands hold 2.6%, and the ratio is $2.51$, or $D/\mu=0.065$ V.

These two cases show the sensitivity to the well; they are not bounds on a self-consistent result. In the self-consistent Hartree well the field falls to the small depletion value beyond the electron layer, so the more extended upper levels lie lower relative to the lowest one. With the same hard wall, masses and depletion charge, the fourfold level is then $0.089$ eV above the lowest, other subbands hold 31% of the electrons, and the ratio is $1.60$, or $D/\mu=0.041$ V, below both triangular cases. This value depends on the wall and the doping. A 3.1 eV oxide barrier lowers the ratio to $1.53$ if the silicon masses are kept in the oxide and to $1.44$ with a rough oxide mass of $0.5$, while a depletion charge of $3\times10^{12}\ \mathrm{cm^{-2}}$ raises the hard-wall ratio to $1.87$. The Hartree well also omits the image force, exchange and nonparabolicity. Taken one at a time with the hard wall, the image force lowers the ratio to about $1.56$, a rough local exchange potential for each valley raises it to about $1.74$, and $\alpha=0.5\ \mathrm{eV^{-1}}$ at fixed potential lowers it to about $1.56$.

A 16% transfer lowers the ratio by 27% because the upper subbands are sparsely filled. For a nondegenerate subband, $\theta\,dn_i/d\zeta\approx n_i$, without the reduction caused by exclusion. In the mean-field case the upper subbands hold $0.161u\approx0.39$ and the lowest holds about $2.04$, both in units of $N$. Hence

$$
\frac D{\mu\theta}\approx\frac{2.437}{(1-e^{-2.04})+0.39}=1.93,
$$

close to the full value of $1.95$.

## Variation 2: a warmer channel

**Question.** Return to a single subband and keep $n$ and $m$ fixed. What happens at 400 K?

**Solution.** Since $N\propto T$,

$$
u=2.437\times\frac{300}{400}=1.828 .
$$

The ratio to the Einstein value becomes $2.18$, while $D/\mu$ rises to $0.0751$ V. The Einstein value itself rises by one third, but $D/\mu$ rises by only 9%. This figure is for one subband; in the self-consistent well of Variation 1, heating also fills the upper subbands, and $D/\mu$ rises by about 12%, from $0.0413$ to $0.0465$ V.

Both directions follow from the formula. Writing

$$
\frac D\mu=\frac{n/g}{1-e^{-n/(g\theta)}},
$$

one sees that heating reduces the denominator and so raises $D/\mu$. For the ratio to the Einstein value,

$$
\frac{d}{du}\frac{u}{1-e^{-u}}
=\frac{1-(1+u)e^{-u}}{(1-e^{-u})^2}>0,
$$

because $e^u>1+u$ for $u>0$. Heating lowers $u$ at fixed density, so this ratio falls. The numerical output below gives the single-subband, triangular-well, Gaussian-edge and zero-temperature exchange values with more digits; the self-consistent, Born-approximation, confined-nonparabolic and refined exchange values are not part of it.

## Table of computed values

```
temperature: 300 K
sheet density n: 1.0e+13 cm^-2
in-plane mass: 0.190 m_e
mass normal to surface: 0.916 m_e
valleys: 2
thermal energy: 0.02585 eV
density of states g: 1.5874e+14 cm^-2 eV^-1
N = g*kT: 4.1037e+12 cm^-2
u = n/N: 2.4368
exp(-u): 0.08744
eta: 2.3453
Fermi level above bottom: 0.0606 eV
occupation at bottom: 0.9126
D/mu: 0.06903 V
D/mu in atomic units: 0.002537 hartree/e
Einstein value kT/e: 0.02585 V
ratio to Einstein value: 2.6703
small-u estimate 1+u/2: 2.2184
degenerate limit n/(e g): 0.06300 V
Boltzmann eq. ratio, tau power -1: 2.67032
Boltzmann eq. ratio, tau power 0: 2.67032
Boltzmann eq. ratio, tau power 1: 2.67032
same, classical filling, power 0: 1.00000
ratio at 1e+11 cm^-2: 1.0122
ratio at 1e+12 cm^-2: 1.1268
ratio at 3e+12 cm^-2: 1.4097
ratio at 1e+13 cm^-2: 2.6703
mobility (rough): 250 cm2/Vs
D: 17.26 cm2/s
D from Einstein value: 6.46 cm2/s
depletion charge (rough): 1.0e+12 cm^-2
silicon permittivity: 11.7
oxide permittivity: 3.9
mean field: 0.928 MV/cm
mean: lowest level: 0.1660 eV
mean: fourfold level above it: 0.1145 eV
mean: share in other subbands: 16.1 %
mean: many-subband ratio: 1.950
mean: many-subband D/mu: 0.0504 V
surface field: 1.701 MV/cm
surface: lowest level: 0.2487 eV
surface: fourfold level above it: 0.1715 eV
surface: share in other subbands: 2.6 %
surface: many-subband ratio: 2.513
surface: many-subband D/mu: 0.0650 V
nonparabolicity (rough): 0.50 1/eV
ratio, nonparabolic: 2.530
broadening hbar/tau: 0.0244 eV
ratio, broadened edge: 2.694
n dE0/dn, mean field: 0.0922 eV
n dmu_x/dn, 2D, T=0: -0.0329 eV
D/mu at 400 K: 0.07507 V
ratio at 400 K: 2.1778
```
